# The Vinet equation of state from the universal binding energy relation: a program that tests the result

```python
"""Vinet equation of state from the two-term universal binding relation.

Result under test: if E(r) = Ec*F(a), F(a) = -(1+a)exp(-a), a = (r-r0)/l, then
    P = 3*B0*(1-x)/x**2 * exp(eta*(1-x)),   B0' = 1 + 2*eta/3,   eta = r0/l.
Symbols: r Wigner-Seitz radius, V = 4*pi*r**3/3 volume per atom, x = r/r0,
Ec cohesive energy, l scaling length, B0 bulk modulus and B0' its pressure
derivative at zero pressure. Hartree atomic units. Reference values come from
high-precision numerical derivatives of E(V), not from the derived formulas.
"""
import mpmath as mp
from scipy import constants as const

mp.mp.dps = 30
HARTREE = const.physical_constants["Hartree energy"][0]
BOHR = const.physical_constants["Bohr radius"][0]
GPA = HARTREE / BOHR**3 / 1e9


def two_term(a):
    return -(1 + a) * mp.exp(-a)


def cubic(a):
    return -(1 + a + a**3 / 20) * mp.exp(-a)


def morse(a):
    return (1 - mp.exp(-a / mp.sqrt(2)))**2 - 1


def volume(r):
    return 4 * mp.pi * r**3 / 3


def energy_of_volume(shape, params):
    ec, r0, length = params
    return lambda v: ec * shape((mp.cbrt(3 * v / (4 * mp.pi)) - r0) / length)


def pressure_numeric(shape, params, x):
    return -mp.diff(energy_of_volume(shape, params), volume(params[1] * x))


def bulk_numeric(shape, params, x):
    v = volume(params[1] * x)
    return v * mp.diff(energy_of_volume(shape, params), v, 2)


def bprime_numeric(shape, params):
    v = volume(params[1])
    energy = energy_of_volume(shape, params)
    return -1 - v * mp.diff(energy, v, 3) / mp.diff(energy, v, 2)


def vinet(x, b0, bprime):
    return 3 * b0 * (1 - x) / x**2 * mp.exp(1.5 * (bprime - 1) * (1 - x))


def close(value, reference, tol=1e-12):
    return abs(value - reference) <= tol * max(abs(reference), mp.mpf("1e-6"))


# Normalization of the three binding shapes
for shape in (two_term, cubic, morse):
    assert close(shape(mp.mpf(0)), -1)
    assert abs(mp.diff(shape, 0)) < 1e-15
    assert close(mp.diff(shape, 0, 2), 1)

model = (mp.mpf("0.15"), mp.mpf(3), mp.mpf("0.5"))
parameter_sets = [model,
                  (mp.mpf("0.05"), mp.mpf(4), mp.mpf(1)),
                  (mp.mpf("0.3"), mp.mpf("2.5"), mp.mpf("0.35"))]
slopes = {two_term: mp.mpf(2) / 3, cubic: mp.mpf(23) / 30,
          morse: 1 / mp.sqrt(2)}

for params in parameter_sets:
    ec_i, r0_i, l_i = params
    eta_i = r0_i / l_i
    # Bulk modulus and its pressure derivative for each shape
    for shape, slope in slopes.items():
        assert close(bulk_numeric(shape, params, 1),
                     ec_i / (12 * mp.pi * r0_i * l_i**2))
        bp = bprime_numeric(shape, params)
        assert close(bp, 1 - eta_i * mp.diff(shape, 0, 3) / 3)
        assert close(bp, 1 + slope * eta_i)
    # Vinet pressure and bulk modulus far from equilibrium
    b_num = bulk_numeric(two_term, params, 1)
    bp_num = bprime_numeric(two_term, params)
    assert close(bp_num, 1 + 2 * mp.sqrt(b_num * volume(r0_i) / ec_i))
    for x in (mp.mpf("0.6"), mp.mpf("0.85"), mp.mpf("1.1"), mp.mpf("1.4")):
        assert close(vinet(x, b_num, bp_num),
                     pressure_numeric(two_term, params, x))
        b_formula = (b_num * (2 + (eta_i - 1) * x - eta_i * x**2) / x**2
                     * mp.exp(eta_i * (1 - x)))
        assert close(b_formula, bulk_numeric(two_term, params, x))

# Worked model
ec, r0, length = model
eta = r0 / length
v0 = volume(r0)
b0 = bulk_numeric(two_term, model, 1)
bprime = bprime_numeric(two_term, model)

# Work of expansion and of total compression, by quadrature of the pressure


def work_integrand(x):
    return vinet(x, b0, bprime) * 3 * v0 * x**2


expansion_work = -mp.quad(work_integrand, [1, 2, 4, mp.inf])
compression_work = mp.quad(work_integrand, [0, 0.5, 1])
assert close(expansion_work, ec, 1e-10)
assert close(9 * b0 * v0 / eta**2, expansion_work, 1e-10)
energy_at_zero_volume = compression_work - ec
assert close(energy_at_zero_volume, ec * (eta - 1) * mp.exp(eta), 1e-10)

# Tensile limit, found as the zero of the numerical bulk modulus
x_spinodal = mp.findroot(lambda x: bulk_numeric(two_term, model, x),
                         (mp.mpf("1.12"), mp.mpf("1.13")))
x_formula = (eta - 1 + mp.sqrt((eta - 1)**2 + 8 * eta)) / (2 * eta)
assert close(x_spinodal, x_formula, 1e-10)
p_spinodal = pressure_numeric(two_term, model, x_spinodal)
for shift in (-0.01, 0.01):
    assert pressure_numeric(two_term, model, x_spinodal + shift) > p_spinodal
x_inflection = mp.findroot(
    lambda x: mp.diff(lambda r: ec * two_term((r - r0) / length), r0 * x, 2),
    (mp.mpf("1.15"), mp.mpf("1.18")))
assert close(x_inflection, 1 + 1 / eta, 1e-10)
assert x_spinodal < x_inflection

# Power law of the pressure at very small volume
x_small = mp.mpf("0.001")
exponent = mp.log(pressure_numeric(two_term, model, x_small)
                  / pressure_numeric(two_term, model, x_small / 2)) / mp.log(2)
assert abs(exponent + 2) < 0.01  # finite x leaves a correction of order eta*x

# Vinet curve given the B0' of the cubic shape: order of its error in 1-x
bprime_cubic = bprime_numeric(cubic, model)
bprime_morse = bprime_numeric(morse, model)


def mismatch(delta, bp):
    return (vinet(1 - delta, b0, bp)
            - pressure_numeric(cubic, model, 1 - delta))


d = mp.mpf("0.001")
order_matched = mp.log(mismatch(d, bprime_cubic)
                       / mismatch(d / 2, bprime_cubic)) / mp.log(2)
order_unmatched = mp.log(mismatch(d, bprime)
                         / mismatch(d / 2, bprime)) / mp.log(2)
assert abs(order_matched - 3) < 0.03  # next order contributes about eta*d
assert abs(order_unmatched - 2) < 0.03
eta_matched = 1.5 * (bprime_cubic - 1)
ec_implied = 9 * b0 * v0 / eta_matched**2
assert ec_implied < 0.9 * ec

x7 = mp.cbrt(mp.mpf("0.7"))
p7 = pressure_numeric(two_term, model, x7)
p7_cubic = pressure_numeric(cubic, model, x7)
p7_morse = pressure_numeric(morse, model, x7)
p7_matched = vinet(x7, b0, bprime_cubic)
assert abs(p7_matched - p7_cubic) < abs(p7 - p7_cubic)


def show(label, value, unit="", fmt=".5f"):
    print(f"{label} = {float(value):{fmt}} {unit}".rstrip())


print("Model parameters and equilibrium properties")
show("cohesive energy Ec", ec, "hartree")
show("Wigner-Seitz radius r0", r0, "bohr")
show("scaling length l", length, "bohr")
show("eta = r0/l", eta)
show("volume per atom V0", v0, "bohr^3", ".4f")
show("bulk modulus B0", b0, "hartree/bohr^3", ".6e")
show("bulk modulus B0, converted", b0 * GPA, "GPa", ".2f")
show("B0' from derivatives of E(V)", bprime)
show("B0*V0/Ec", b0 * v0 / ec)
print("Compression curve: V/V0, x, P (hartree/bohr^3), B (hartree/bohr^3)")
for ratio in ("1.0", "0.9", "0.8", "0.7", "0.6"):
    xr = mp.cbrt(mp.mpf(ratio))
    # adding zero after rounding removes a possible negative zero
    p_r = round(float(pressure_numeric(two_term, model, xr)), 12) + 0.0
    b_r = float(bulk_numeric(two_term, model, xr))
    print(f"{ratio}  {float(xr):.5f}  {p_r:.5e}  {b_r:.5e}")
print("Details at V/V0 = 0.7")
show("scaled distance a", -eta * (1 - x7))
show("factor (1-x)/x^2", (1 - x7) / x7**2)
show("factor exp(eta(1-x))", mp.exp(eta * (1 - x7)))
show("pressure, two-term shape, converted", p7 * GPA, "GPa", ".2f")
print("Other binding shapes with the same Ec, r0 and l")
show("B0' cubic shape", bprime_cubic)
show("B0' Morse shape", bprime_morse)
show("P(0.7 V0) cubic shape", p7_cubic, "hartree/bohr^3", ".5e")
show("P(0.7 V0) Morse shape", p7_morse, "hartree/bohr^3", ".5e")
show("P(0.7 V0) Vinet with cubic B0'", p7_matched, "hartree/bohr^3", ".5e")
show("relative error, Vinet with cubic B0'",
     100 * (p7_matched / p7_cubic - 1), "percent", ".2f")
show("relative error, Vinet with eta = r0/l",
     100 * (p7 / p7_cubic - 1), "percent", ".2f")
show("error order in 1-x, Vinet with cubic B0'", order_matched, "", ".3f")
show("error order in 1-x, Vinet with eta = r0/l", order_unmatched, "", ".3f")
show("eta of Vinet with cubic B0'", eta_matched)
show("Ec implied by that eta", ec_implied, "hartree")
print("Limits of the two-term equation")
show("work of expansion from V0 to infinity", expansion_work, "hartree")
show("x at zero bulk modulus", x_spinodal)
show("V/V0 at zero bulk modulus", x_spinodal**3)
show("pressure there", p_spinodal, "hartree/bohr^3", ".5e")
show("x at inflection of E(r)", x_inflection)
show("energy at zero volume", energy_at_zero_volume, "hartree", ".3f")
show("exponent of P in x, from x = 0.0005 to 0.001", exponent, "", ".4f")
print("every check passed")
```

Output:

```
Model parameters and equilibrium properties
cohesive energy Ec = 0.15000 hartree
Wigner-Seitz radius r0 = 3.00000 bohr
scaling length l = 0.50000 bohr
eta = r0/l = 6.00000
volume per atom V0 = 113.0973 bohr^3
bulk modulus B0 = 5.305165e-03 hartree/bohr^3
bulk modulus B0, converted = 156.08 GPa
B0' from derivatives of E(V) = 5.00000
B0*V0/Ec = 4.00000
Compression curve: V/V0, x, P (hartree/bohr^3), B (hartree/bohr^3)
1.0  1.00000  0.00000e+00  5.30516e-03
0.9  0.96549  7.24777e-04  8.64164e-03
0.8  0.92832  2.03529e-03  1.39216e-02
0.7  0.88790  4.43378e-03  2.25359e-02
0.6  0.84343  8.96187e-03  3.71846e-02
Details at V/V0 = 0.7
scaled distance a = -0.67258
factor (1-x)/x^2 = 0.14219
factor exp(eta(1-x)) = 1.95928
pressure, two-term shape, converted = 130.45 GPa
Other binding shapes with the same Ec, r0 and l
B0' cubic shape = 5.60000
B0' Morse shape = 5.24264
P(0.7 V0) cubic shape = 4.98137e-03 hartree/bohr^3
P(0.7 V0) Morse shape = 4.66206e-03 hartree/bohr^3
P(0.7 V0) Vinet with cubic B0' = 4.90443e-03 hartree/bohr^3
relative error, Vinet with cubic B0' = -1.54 percent
relative error, Vinet with eta = r0/l = -10.99 percent
error order in 1-x, Vinet with cubic B0' = 3.006
error order in 1-x, Vinet with eta = r0/l = 2.007
eta of Vinet with cubic B0' = 6.90000
Ec implied by that eta = 0.11342 hartree
Limits of the two-term equation
work of expansion from V0 to infinity = 0.15000 hartree
x at zero bulk modulus = 1.12867
V/V0 at zero bulk modulus = 1.43780
pressure there = -7.42813e-04 hartree/bohr^3
x at inflection of E(r) = 1.16667
energy at zero volume = 302.572 hartree
exponent of P in x, from x = 0.0005 to 0.001 = -2.0050
every check passed
```
